# Convolution, Hilbert transform and positivity of the G0W0 spectral function

For the $3\sigma_g$ orbital of N$_2$ in the cc-pVDZ basis, two uses of the same self-energy give very different spectral functions. Within 0.1 Ry of the Hartree–Fock level, and at a height of 0.01 Ry above the real energy axis, the first-order expression $G_0+G_0\Sigma_c G_0$ gives a spectral function that falls to $-167$ Ry$^{-1}$. The Dyson equation for this orbital, solved to all orders with the diagonal element of $\Sigma_c$, gives a spectral function that never falls below $+0.086$ Ry$^{-1}$ on the same energies. A spectral function is a density of removal and addition strength, so a negative value has no meaning. To see what protects the full solution, one needs the structure of $\Sigma_c$, beginning with its imaginary part.

Rydberg atomic units are used: $\hbar=1$, $2m=1$, $e^2=2$, so that $v=2/|\mathbf r-\mathbf r'|$ and energies are in Ry. The system is a closed-shell molecule in a finite basis, with real orbitals $\varphi_m$ and mean-field energies $\varepsilon_m$. Indices $i,j$ denote filled orbitals, $a,b$ empty ones, and $m,p,q$ any orbital; $\mu$ lies in the gap between filled and empty levels. The time-ordered mean-field Green function is diagonal,

$$G_{0,m}(\omega)=\frac{1}{\omega-\varepsilon_m\pm i\eta},$$

with the upper sign for empty and the lower sign for filled orbitals. Its spectral function is a set of delta functions at the $\varepsilon_m$.

The second ingredient is the screened interaction $W=v+W_c$ in the direct random-phase approximation (RPA), which leaves out exchange between electron–hole pairs. Let $D$ be the diagonal matrix of the gaps $d_{ia}=\varepsilon_a-\varepsilon_i>0$, and let $K_{ia,jb}=(ia|jb)$ be the Coulomb integral between the pair densities $\varphi_i\varphi_a$ and $\varphi_j\varphi_b$. Away from its poles, the independent-particle response of a pair, with a factor 2 for spin, is

$$p_0=2\left[\frac1{\omega-d}-\frac1{\omega+d}\right]=\frac{4d}{\omega^2-d^2}.$$

The RPA equation $\chi=p_0+p_0K\chi$ has the solution $\chi=(p_0^{-1}-K)^{-1}$. Since $p_0^{-1}=(\omega^2-D^2)/(4D)$, factors of $D^{-1/2}$ can be taken out on both sides:

$$p_0^{-1}-K=\tfrac14D^{-1/2}\left[\omega^2-M\right]D^{-1/2},\qquad M=D^2+4D^{1/2}KD^{1/2}.$$

The Coulomb kernel has a positive Fourier transform, so $K$ has no negative eigenvalue. Hence $M$ is positive definite, and its eigenvalues can be written $\Omega_s^2$ with $\Omega_s>0$. With normalized eigenvectors $Z^s$,

$$\chi=\sum_s\frac{4\,D^{1/2}Z^s(Z^s)^TD^{1/2}}{\omega^2-\Omega_s^2}.$$

Define the coupling of the orbital pair $p,m$ to mode $s$ by

$$w_{pm}^s=\sum_{ia}(pm|ia)\sqrt{\frac{2d_{ia}}{\Omega_s}}\,Z^s_{ia}.$$

The product $w^s_{pm}w^s_{qm}$ carries a factor $2/\Omega_s$; multiplied by $2\Omega_s$ it restores the 4 in $\chi$. Therefore $W_c=v\chi v$ has the matrix elements

$$W_{c;pm,qm}(\omega)=\sum_sw^s_{pm}w^s_{qm}\left[\frac1{\omega-\Omega_s+i\eta}-\frac1{\omega+\Omega_s-i\eta}\right],$$

where the time-ordered rule $\Omega_s\to\Omega_s-i\eta$ has been restored. For $\Omega>0$ and $\eta\to0$ its spectral function is

$$B_{pm,qm}(\Omega)=-\frac1\pi\,\mathrm{Im}\,W_{c;pm,qm}(\Omega)=\sum_sw^s_{pm}w^s_{qm}\,\delta(\Omega-\Omega_s).$$

We set $B=0$ for negative argument. As a matrix in its pair indices $B$ is a sum of terms $ww^T$ with positive coefficients, hence nonnegative.

The $G_0W_0$ self-energy is

$$\Sigma_{pq}(\omega)=\frac{i}{2\pi}\sum_m\int_{-\infty}^{\infty}d\omega'\,e^{i\omega'0^+}G_{0,m}(\omega+\omega')\,W_{pm,qm}(\omega').$$

The bare $v$ does not depend on $\omega'$. The exponential then requires closing the contour in the upper half plane, where only filled orbitals have poles, and $(i/2\pi)(2\pi i)=-1$ gives the static exchange $\Sigma_{x,pq}=-\sum_i(pi|iq)$. For $3\sigma_g$ it is $-1.838$ Ry in cc-pVDZ ($-1.828$ Ry in cc-pVTZ, $-1.825$ Ry in cc-pVQZ). In a Hartree–Fock start it is already contained in the mean-field matrix $F$, whose eigenvalues are the $\varepsilon_m$.

For the correlation part the integrand falls off fast enough to close the contour on either side. Take an empty orbital $a$. Its Green function has its pole at $\omega'=\varepsilon_a-\omega-i\eta$, below the axis. The first term of $W_c$ also has its pole below, so closing above gives zero. The second term has its pole above, at $\omega'=-\Omega_s+i\eta$, and gives

$$\frac{i}{2\pi}(2\pi i)\frac{-1}{\omega-\Omega_s+i\eta-\varepsilon_a+i\eta}=\frac{1}{\omega-\varepsilon_a-\Omega_s+2i\eta}.$$

For a filled orbital $i$ the pole of $G_0$ lies above, and now the second term of $W_c$ gives zero. The first has its pole at $\omega'=\Omega_s-i\eta$. Closing below gives $(i/2\pi)(-2\pi i)=+1$ times $1/(\omega-\varepsilon_i+\Omega_s-2i\eta)$. With $\delta=2\eta$, the sum of the two broadenings,

$$\Sigma_{c,pq}(\omega)=\sum_{s}\left[\sum_i\frac{w^s_{pi}w^s_{qi}}{\omega-\varepsilon_i+\Omega_s-i\delta}+\sum_a\frac{w^s_{pa}w^s_{qa}}{\omega-\varepsilon_a-\Omega_s+i\delta}\right].$$

Let $L_\delta(x)=(\delta/\pi)/(x^2+\delta^2)$. Since $\mathrm{Im}\,(x\pm i\delta)^{-1}=\mp\pi L_\delta(x)$, the imaginary part is $\mathrm{Im}\,\Sigma_c=\pi(\Gamma^<-\Gamma^>)$, where

$$\Gamma^<_{pq}=\sum_{i,s}w^s_{pi}w^s_{qi}L_\delta(\omega-\varepsilon_i+\Omega_s),\qquad \Gamma^>_{pq}=\sum_{a,s}w^s_{pa}w^s_{qa}L_\delta(\omega-\varepsilon_a-\Omega_s).$$

As $\delta\to0$ the Lorentzians become delta functions, and $\Gamma=\Gamma^<+\Gamma^>$ is the convolution

$$\Gamma_{pq}(\omega)=\sum_iB_{pi,qi}(\varepsilon_i-\omega)+\sum_aB_{pa,qa}(\omega-\varepsilon_a).$$

Each sum over orbitals is an integral over the delta functions in the spectral function of $G_0$. The arguments express energy conservation: removing an electron at energy $\omega=\varepsilon_i-\Omega_s$ leaves a hole in orbital $i$ and one excited mode, while adding one at $\omega=\varepsilon_a+\Omega_s$ leaves an electron in $a$ and one excited mode.

There is thus an energy window in which the sharp $\Gamma$ vanishes. For N$_2$ with a bond length of 1.10 Å in the cc-pVDZ basis, all electrons included, the highest filled level is at $-1.2144$ Ry, the lowest empty one at $0.3489$ Ry, and the lowest mode at $1.5632$ Ry. No pole can lie between $-1.2144-1.5632=-2.7776$ Ry and $0.3489+1.5632=1.9121$ Ry; this interval is called the window below. It depends on the basis: it runs from $-2.766$ to $1.865$ Ry in cc-pVTZ and from $-2.755$ to $1.836$ Ry in cc-pVQZ. Its ends are bounds, not the onsets of $\Gamma$. The lowest mode equals the smallest gap, $1.21435+0.34886=1.56321$ Ry, because the pair combination $\pi_{u,x}\pi_{g,y}-\pi_{u,y}\pi_{g,x}$ has zero density: $K$ does not shift it and all its couplings $w$ vanish. The region in which $\Gamma$ vanishes is therefore wider than the window.

The time-ordered $\Sigma_c$ has poles on both sides of the real axis, so an ordinary Hilbert transform does not apply to it. The retarded function, with $+i\delta$ in every denominator, has the same real part on the axis but the imaginary part $-\pi\Gamma$. It is

$$\Sigma_{c,pq}(z)=\sum_{m,s}\frac{w^s_{pm}w^s_{qm}}{z-E_{ms}},\qquad E_{is}=\varepsilon_i-\Omega_s,\quad E_{as}=\varepsilon_a+\Omega_s,$$

taken at $z=\omega+i\delta$. It is analytic for $\mathrm{Im}\,z>0$ and falls off as $1/z$. Write $\Sigma^R(x)=\Sigma_c(x+i\delta)$ and integrate $\Sigma^R(x)/(x-\omega)$ along the real axis, passing above $x=\omega$ on a small half circle and returning on a large arc. No pole is enclosed and the large arc contributes nothing. The small half circle is traversed clockwise and gives $-i\pi\Sigma^R(\omega)$, so

$$\mathcal P\!\int_{-\infty}^{\infty}dx\,\frac{\Sigma^R(x)}{x-\omega}=i\pi\,\Sigma^R(\omega).$$

The imaginary part of this equation, with $\mathrm{Im}\,\Sigma^R=-\pi\Gamma$, is

$$\mathrm{Re}\,\Sigma_c(\omega)=\mathcal P\!\int_{-\infty}^{\infty}dx\,\frac{\Gamma(x)}{\omega-x}.$$

Strength below $\omega$ pushes the real part up, strength above pushes it down. The exchange $\Sigma_x$ is constant in energy, has no imaginary part and does not decay, so this transform cannot produce it; it has to be added separately.

Contour deformation gives the same function by another road. In the defining integral the poles of $W_c$ lie in the second and fourth quadrants of the $\omega'$ plane. The real axis can therefore be turned onto the imaginary axis through the first and third quadrants, crossing only poles of $G_0$. In the first quadrant these belong to filled orbitals with $\varepsilon_i>\omega$, enclosed counterclockwise; in the third, to empty orbitals with $\varepsilon_a<\omega$, enclosed clockwise. With $d\omega'=i\,du$ on the imaginary axis, and $(i/2\pi)(\pm2\pi i)=\mp1$ for the residues,

$$\Sigma_c(\omega)=-\frac1{2\pi}\int_{-\infty}^{\infty}du\,G_0(\omega+iu)W_c(iu)-\sum_{\varepsilon_i>\omega}W_c(\varepsilon_i-\omega)+\sum_{\varepsilon_a<\omega}W_c(\omega-\varepsilon_a),$$

with orbital indices as before. On the imaginary axis $W_c(iu)=-\sum_sw^sw^s\,2\Omega_s/(u^2+\Omega_s^2)$ is real and even in $u$, while $G_0(\omega+iu)+G_0(\omega-iu)$ is real. The integral is therefore real for real $\omega$ away from the levels, and the whole imaginary part sits in the residues. Inserting $\mathrm{Im}\,W_c=-\pi B$ turns them into $+\pi B(\varepsilon_i-\omega)$ and $-\pi B(\omega-\varepsilon_a)$, which is the convolution again.

The formula also holds for the retarded function at $z=\omega+i\delta$, if the residues use the even rational function $2\Omega_s/(x^2-\Omega_s^2)$ at $x=z-\varepsilon_m$. To see this, close the contour for one mode:

$$\frac1{2\pi}\int_{-\infty}^{\infty}du\,\frac{1}{x+iu}\,\frac{2\Omega_s}{u^2+\Omega_s^2}=\begin{cases}1/(x+\Omega_s),&\mathrm{Re}\,x>0,\\1/(x-\Omega_s),&\mathrm{Re}\,x<0.\end{cases}$$

A filled orbital needs $1/(x+\Omega_s)$ and an empty one $1/(x-\Omega_s)$. Where the integral gives the other expression, the residue $\pm[1/(x-\Omega_s)-1/(x+\Omega_s)]$ exchanges the two.

The three roads were compared for $3\sigma_g$ with $\delta=0.10$ Ry, that is, 0.05 Ry in each of $G_0$ and $W_c$. The real-axis integral was done by brute force from the definition, and the contour deformation used a $W_c$ obtained by direct matrix inversion. All values are in Ry:

| $\omega$ | $\Gamma^<$ | $\Gamma^>$ | $\mathrm{Re}\,\Sigma_c$ |
|---|---|---|---|
| $-2.2443$ | 0.003394 | 0.000314 | 0.1744 |
| $-0.4327$ | 0.001060 | 0.000522 | 0.0463 |
| $5.1693$ | 0.000225 | 0.077340 | $-0.3395$ |

The real parts from the three methods agree to all digits shown, and the largest absolute difference found in any comparison, real or imaginary, is $5\times10^{-7}$ Ry. The first two energies lie inside the window, so their $\Gamma$ consists of Lorentzian tails and vanishes with $\delta$. These tails also show why the two parts must be kept apart at finite broadening. In mid-gap the Hilbert transform needs $\Gamma^<+\Gamma^>=0.00158$ Ry, whereas the time-ordered imaginary part contains the difference, $0.00054$ Ry.

Positivity now follows in two steps. For any complex vector $f$,

$$\sum_{pq}f_p^*\,\Gamma_{pq}(\omega)f_q=\sum_{m,s}\Big|\sum_pf_p^*w^s_{pm}\Big|^2L_\delta(\omega-E_{ms})\ge0,$$

because the couplings are real and each Lorentzian is positive. So $\Gamma$ is a nonnegative matrix, although its off-diagonal elements may have either sign.

The second step is the Dyson equation $G^{-1}=z-F-\Sigma_c(z)$ at $z=\omega+i\delta$. The inverse exists: if $(z-F-\Sigma_c)f=0$ for some $f\neq0$, the imaginary part of $f^\dagger(z-F-\Sigma_c)f$ would be zero, but it equals $\delta f^\dagger f+\pi f^\dagger\Gamma f>0$. The matrix spectral function is $A=-(G-G^\dagger)/(2\pi i)$. From

$$G-G^\dagger=G\left[(G^\dagger)^{-1}-G^{-1}\right]G^\dagger,\qquad (G^\dagger)^{-1}-G^{-1}=(z^*-z)+(\Sigma_c-\Sigma_c^\dagger)=-2i\delta-2\pi i\,\Gamma,$$

it follows that

$$A(\omega)=G\left(\Gamma+\frac{\delta}{\pi}\right)G^\dagger\ge0.$$

The result holds at every $\delta>0$ and survives the limit $\delta\to0$, in which $A$ becomes a set of delta functions with nonnegative weights. If only the diagonal element $\Sigma_{c,pp}$ is kept, the same algebra holds with numbers in place of matrices. At the three energies of the table the smallest eigenvalue is $6.2\times10^{-5}$ Ry for $\Gamma$ and $2.6\times10^{-5}$ Ry$^{-1}$ for $A$.

The mid-gap point can be followed by hand in the diagonal form. The real part of the denominator is $-0.4327+1.2521-0.0463=0.7731$ Ry, and its imaginary part is $0.1000+0.00158\,\pi=0.1050$ Ry. Then $A=(0.1050/\pi)/(0.7731^2+0.1050^2)=0.055$ Ry$^{-1}$, in agreement with the diagonal element of the full matrix solution, 0.0549 Ry$^{-1}$. None of this imaginary part is a physical decay rate: most of it is the chosen height $\delta$ itself, and the rest is Lorentzian tail that also vanishes with $\delta$.

The total strength is fixed as well. $G_{pp}$ is analytic above the axis and tends to $1/z$. Closing its integral with a large half circle, which contributes $i\pi$, gives $\int G_{pp}\,d\omega=-i\pi$ and hence $\int A_{pp}\,d\omega=1$. Quadrature of the diagonal form for $3\sigma_g$ gives 1.0000000.

With $\delta\to0$, the function $E-\varepsilon_p-\Sigma_{c,pp}(E)$ rises monotonically from $-\infty$ to $+\infty$ between the highest removal pole and the lowest addition pole of nonzero weight, so the diagonal Dyson equation has exactly one sharp solution $E=\varepsilon_p+\Sigma_{c,pp}(E)$ there; for the two levels treated below it lies inside the window. Expanding the denominator of $G_{pp}$ around $E$ gives a pole of weight

$$Z=\frac1{1-\Sigma_{c,pp}'(E)},\qquad \Sigma_{c,pp}'(E)=-\sum_{m,s}\frac{(w^s_{pm})^2}{(E-E_{ms})^2}\le0,$$

so $0<Z\le1$. For $3\sigma_g$ the Hartree–Fock level moves to $E=-1.252+0.086=-1.166$ Ry, or $-15.9$ eV. The slope is $-0.0611$, so $Z=1/1.0611=0.942$; a contour integral of $G$ around the pole gives the same weight. By the norm, the remaining 0.058 lies in other peaks. The $1\pi_u$ level moves the other way, to $-1.214-0.014=-1.228$ Ry, or $-16.7$ eV. Hartree–Fock places $1\pi_u$ above $3\sigma_g$; this $G_0W_0$ calculation reverses the order. The energies belong to a small basis, a Hartree–Fock start and a $W$ without vertex corrections, and should not be taken for measured ionization energies. They are not converged in the basis: $3\sigma_g$ moves to $-16.3$ eV in cc-pVTZ and $-16.5$ eV in cc-pVQZ, $1\pi_u$ to $-17.1$ and $-17.2$ eV, and $Z$ of $3\sigma_g$ falls to 0.935 and 0.931. The reversed order persists in both larger bases.

The negative value at the beginning can now be explained. Near the Hartree–Fock level put $x=\omega-\varepsilon_p$ and $g=1/(x+i\delta')$, and treat $\Sigma_c$ as a real constant $S$. Then

$$-\frac1\pi\mathrm{Im}\,(g+g^2S)=\frac{\delta'}{\pi(x^2+\delta'^2)}\left[1+\frac{2xS}{x^2+\delta'^2}\right].$$

The smallest value of the bracket is $1-|S|/\delta'$, so the expression becomes negative once $\delta'<|S|$. The double pole $g^2$ tries to represent a shifted peak by the derivative of an unshifted one, and a derivative has a negative lobe. Extrapolating linearly from the quasiparticle energy gives $S\approx0.0863+0.0611\times0.0863=0.092$ Ry. For $S\gg\delta'$ the minimum lies near $x=-\delta'/\sqrt3$, where $\delta'=0.01$ Ry gives about $-166$ Ry$^{-1}$, close to the computed $-167$ Ry$^{-1}$. The size of the dip depends on the basis: it is $-122$ Ry$^{-1}$ in cc-pVTZ and $-98$ Ry$^{-1}$ in cc-pVQZ. The self-energy is not at fault here; the truncated series lacks the form $G(\Gamma+\delta'/\pi)G^\dagger$.

The other assumption is $B\ge0$. In cc-pVDZ the strongest removal pole in the self-energy of $3\sigma_g$ lies at $-6.02$ Ry with weight 0.163 Ry$^2$; which pole is strongest is a matter of the basis, and in cc-pVTZ it is one at $-4.08$ Ry with weight 0.113 Ry$^2$. At a height of 0.001 Ry it gives $\pi\Gamma\approx0.163/0.001=163$ Ry, which dominates the denominator of $G$, so $A\approx1/(163\,\pi)=1.95\times10^{-3}$ Ry$^{-1}$, as computed. Reversing the sign of $W_c$ changes this to $-1.95\times10^{-3}$ Ry$^{-1}$. In direct RPA the positive matrix $M$ rules this out; for any other approximation to $W$, the sign of $B$ has to be established before the proof can be used. The numerical check below covers the comparisons and both failures of positivity.

## Numbers as computed

```
N2 bond length: 1.10 angstrom; basis cc-pVDZ
orbitals: 28, filled: 7, RPA modes: 147
1 Ry = 13.605693 eV
HF energy 3sigma_g: -1.25205 Ry = -17.035 eV
HF energy 1pi_u: -1.21435 Ry = -16.522 eV
HF lowest empty level: 0.34886 Ry
static exchange Sigma_x of 3sigma_g: -1.83779 Ry
lowest and highest RPA mode: 1.5632, 38.0798 Ry
pole-free window of Sigma_c: -2.7776 to 1.9121 Ry
height delta: 0.10 Ry (G0 and Wc: 0.05 Ry each)
3sigma_g self-energy at three energies:
 removal: energy -2.2443 Ry
  Gamma removal 0.003394 Ry, addition 0.000314 Ry
  Re Sigma_c, Hilbert transform:   0.174394 Ry
  Re Sigma_c, real-axis integral:  0.174394 Ry
  Re Sigma_c, contour deformation: 0.174394 Ry
  A (matrix Dyson, diagonal): 0.026118 1/Ry
 mid-gap: energy -0.4327 Ry
  Gamma removal 0.001060 Ry, addition 0.000522 Ry
  Re Sigma_c, Hilbert transform:   0.046305 Ry
  Re Sigma_c, real-axis integral:  0.046305 Ry
  Re Sigma_c, contour deformation: 0.046305 Ry
  A (matrix Dyson, diagonal): 0.054924 1/Ry
 addition: energy 5.1693 Ry
  Gamma removal 0.000225 Ry, addition 0.077340 Ry
  Re Sigma_c, Hilbert transform:   -0.339529 Ry
  Re Sigma_c, real-axis integral:  -0.339529 Ry
  Re Sigma_c, contour deformation: -0.339529 Ry
  A (matrix Dyson, diagonal): 0.002268 1/Ry
largest error Im Sigma, axis vs convolution: 5.2e-07 Ry
largest error Re Sigma, axis vs Hilbert: 2.0e-07 Ry
largest error contour vs convolution+Hilbert: 9.2e-08 Ry
Im of imaginary-axis part at height 1e-6 Ry: 4.7e-08 Ry
smallest eigenvalue of Gamma matrix: 6.18e-05 Ry
smallest eigenvalue of A matrix: 2.62e-05 1/Ry
norm of A for 3sigma_g: 1.0000000
smallest A on the norm grid: 5.5e-12 1/Ry
3sigma_g quasiparticle: -1.16572 Ry = -15.860 eV
  Sigma_c there: 0.08634 Ry, slope -0.06110
  Z from slope 0.942415, from contour 0.942415
1pi_u quasiparticle: -1.22786 Ry = -16.706 eV
  Sigma_c there: -0.01351 Ry, slope -0.04864
  Z from slope 0.953616, from contour 0.953616
near HF level, height 0.01 Ry, smallest A:
  G0+G0*Sigma*G0: -167.4520 1/Ry
  full Dyson:     0.0862 1/Ry
strongest removal pole of Sigma_c: -6.0216 Ry
  its weight: 0.16291 Ry^2
  A there, height 0.001 Ry: 1.95e-03 1/Ry
  A there with sign of Wc reversed: -1.95e-03 1/Ry
```
